\section*{The Gas Temperature Jump at Walls as an Extra Gap}

\section{What Fourier's law misses}

A gap of 10 µm filled with helium at 760 Torr and 330 K should conduct, by Fourier's law alone, $K/L=1.64$ W/(cm$^2$ K), where $K$ is the gas conductivity and $L$ the gap. With a rough typical viscosity for the gas and an illustrative value for the energy exchange at the walls, the theory below gives 1.24 W/(cm$^2$ K). A designer who used Fourier's law would expect a heat load of 10 W/cm$^2$ to produce a temperature difference of 6.1 K instead of 8.1 K. At 10 Torr the error is far worse. The conductivity of a dilute gas does not depend on pressure, so Fourier's law predicts the same conductance as before, about 25 times too much.

The missing resistance sits at the walls. The temperature profile of the gas, extrapolated to a wall, does not meet the wall temperature. This Smoluchowski temperature jump acts as if the gap were wider by a length proportional to the mean free path. Partial energy accommodation enlarges the jump but does not create it: a jump remains when every atom leaves the wall fully accommodated.

\section{The result and its conventions}

A monatomic dilute gas lies between parallel walls at $x=0$ and $x=L$, with temperatures $T_1>T_2$. The difference $\Delta T=T_1-T_2$ is small compared with the mean temperature $T$, and all results are of first order in $\Delta T$. The pressure $p$ is uniform apart from deviations of first order in $\Delta T$, which do not affect these results, and there is no net flow of atoms. The heat flux $q$ is positive from wall 1 to wall 2.

Let $E_{\rm in}$ be the energy flux carried to a wall by arriving atoms and $E_{\rm out}$ the flux carried away by leaving atoms. Let $E_w$ be the flux that would leave if the same number of atoms came off in equilibrium with the wall. The energy accommodation coefficient $\alpha$ is defined by
\begin{equation}
E_{\rm in}-E_{\rm out}=\alpha\,(E_{\rm in}-E_w),\qquad 0<\alpha\le1 .
\label{acc}
\end{equation}
The mean free path $\lambda$ is defined through the viscosity $\mu$,
\begin{equation}
\mu=\tfrac12\rho\bar c\lambda,\qquad
\bar c=\sqrt{\frac{8kT}{\pi m}},\qquad
\lambda=\frac{\mu}{p}\sqrt{\frac{\pi kT}{2m}},
\label{mfp}
\end{equation}
where $m$ is the atomic mass, $n=p/(kT)$ the number density and $\rho=nm$. Another definition of $\lambda$ would change the numerical prefactor below, but not the jump length itself. The Prandtl number is ${\rm Pr}=(5k/2m)\mu/K$; it is close to $2/3$ for a monatomic gas and is taken here as a given property.

The result to be derived is
\begin{equation}
q=\frac{K\Delta T}{L+g_1+g_2},\qquad
g_i=\frac{2-\alpha_i}{\alpha_i}\,\frac{5}{4\,{\rm Pr}}\,\lambda .
\label{main}
\end{equation}
For ${\rm Pr}=2/3$ the factor $5/(4{\rm Pr})$ is $15/8$. Each derivation contains an approximation, which is identified where it enters.

\section{First derivation: energy balance at the wall}

\subsection{One-sided fluxes}

For a Maxwellian gas at rest, the number of atoms crossing unit area per unit time towards positive $x$ is
\begin{equation}
J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar c}{4},
\label{J}
\end{equation}
because the integral equals $kT/m$. The mean energy of a crossing atom differs from the bulk mean $3kT/2$, since fast atoms cross more often. For the normal motion,
\begin{equation}
\frac m2\,\frac{\int_0^\infty v^3e^{-mv^2/2kT}dv}{\int_0^\infty v\,e^{-mv^2/2kT}dv}
=\frac m2\,\frac{2kT}{m}=kT .
\end{equation}
Each of the two transverse directions adds $kT/2$. A crossing atom therefore carries $2kT$ on average, and the one-sided energy flux is $2kTJ$.

\subsection{The share of the conducted heat}

Far from the walls, a gas that conducts heat has a distribution $f=f_M(1+\phi)$. Here $f_M$ is the local Maxwellian and $\phi$ is a small correction proportional to the temperature gradient. The gradient is a vector, and the only other vector available is the velocity, so $\phi$ has the form $v_x$ times a function of the speed. It is odd in $v_x$.

The energy flux due to $\phi$ has the integrand $v_x(mv^2/2)f_M\phi$, which is even in $v_x$. Positive and negative $v_x$ contribute equally, so each half carries $q/2$. The particle flux due to $\phi$ has the integrand $v_xf_M\phi$, which is also even. Its two halves are equal, and their sum vanishes because there is no net flow; hence each half vanishes. The correction therefore adds $q/2$ to the energy arriving at the cold wall and leaves the arrival rate $J$ unchanged.

\subsection{The balance}

Maxwell's approximation is to use this bulk distribution for the arriving atoms right up to the wall. Let $T_g$ be the bulk temperature profile extrapolated to the cold wall. Then
\begin{equation}
E_{\rm in}=2kT_gJ+\frac q2,\qquad E_w=2kT_2J .
\label{Ein}
\end{equation}
The same $J$ appears twice because as many atoms leave the wall as arrive. In the steady state $E_{\rm in}-E_{\rm out}=q$, so Eq.~(\ref{acc}) becomes
\begin{equation}
q=\alpha\left[2kJ(T_g-T_2)+\frac q2\right].
\end{equation}
Moving the term with $q/2$ to the left gives $q(1-\alpha/2)=2\alpha kJ(T_g-T_2)$, and therefore
\begin{equation}
T_g-T_2=\frac{2-\alpha}{2\alpha}\,\frac{q}{2kJ}.
\label{jump}
\end{equation}
At the hot wall, heat flows from wall to gas. Both the flux towards the wall and the temperature difference change sign, so the jump from wall to gas has the same form.

For $\alpha=1$ the jump is $q/(4kJ)$, which is not zero. Atoms leaving the cold wall have the wall temperature, but arriving atoms bring energy from the warmer gas where they last collided. At the hot wall they come from cooler gas. As $\alpha\to0$ the jump at fixed $q$ diverges, because such a wall exchanges no energy with the gas.

\subsection{From jump to length}

Write the jump as $gq/K$, so that $g$ is the thickness of gas with the same temperature drop. Equation~(\ref{jump}) gives
\begin{equation}
g=\frac{2-\alpha}{2\alpha}\,\frac{K}{2kJ}.
\label{gK}
\end{equation}
The definitions of ${\rm Pr}$ and $\lambda$ give
\begin{equation}
K=\frac{5k}{2m}\,\frac{\mu}{\rm Pr}
=\frac{5k}{2m\,{\rm Pr}}\,\frac{nm\bar c\lambda}{2}
=\frac{5kn\bar c\lambda}{4\,{\rm Pr}},
\end{equation}
while Eq.~(\ref{J}) gives $2kJ=kn\bar c/2$. Hence
\begin{equation}
\frac{K}{2kJ}=\frac{5\lambda}{2\,{\rm Pr}},
\label{ratio}
\end{equation}
and Eq.~(\ref{gK}) becomes the length in Eq.~(\ref{main}). At fixed temperature, $\alpha$ and ${\rm Pr}$, the length is proportional to $\lambda$ and so to $1/p$.

The same heat flux passes through both jumps and the gas between them, so the temperature differences add:
\begin{equation}
\Delta T=\frac{g_1q}{K}+\frac{Lq}{K}+\frac{g_2q}{K}.
\end{equation}
Solving for $q$ gives Eq.~(\ref{main}). This derivation supposes that a bulk region exists between the walls, which requires $L\gg\lambda$.

\section{Second derivation: two streams across the gap}

\subsection{The assumed distribution}

The second route follows the atoms moving towards each wall through the whole gap. At every $x$, atoms with $v_x>0$ are given a Maxwellian with parameters $n_+,T_+$, and atoms with $v_x<0$ one with parameters $n_-,T_-$. Each parameter $n_\pm$ is the density of the full Maxwellian of which the stream is one half.

The particle fluxes of the two streams are equal, since there is no net flow. Call their common value $J$. Each atom carries $2kT_\pm$ on average, so
\begin{equation}
q=2kJ(T_+-T_-).
\label{streams}
\end{equation}
The temperature difference is already of first order, so $J$ may be evaluated at the mean state, $J=p/\sqrt{2\pi mkT}$. Let $\bar T=(T_++T_-)/2$. To first order this is the gas temperature: the two streams contribute equally to the mean state, and their deviations are averaged.

\subsection{The equation for the heat flux}

The steady kinetic equation is $v_x\,\partial f/\partial x=C[f]$, where $C$ is the collision term. Multiply it by $v_x(mv^2/2-5kT/2)$, with $T$ the constant mean temperature, and integrate over velocity. The left side becomes $dM/dx$, where
\begin{equation}
M=\int v_x^2\left(\frac{mv^2}{2}-\frac{5kT}{2}\right)f\,d^3v .
\end{equation}
For the right side, assume that collisions relax the heat flux at a single rate $r$:
\begin{equation}
\frac{dM}{dx}=-r\,q .
\label{Mq}
\end{equation}
The term $5kT/2$ does not alter the heat flux, because the net particle flux is zero.

To evaluate $M$, take first a full Maxwellian with density $n'$ and temperature $T'$. Let $s=kT'/m$ be the variance of one velocity component. Then $\langle v_x^2\rangle=s$ and $\langle v_x^2v^2\rangle=3s^2+s^2+s^2=5s^2$. It follows that
\begin{equation}
M'=n'\left(\frac m2\,5s^2-\frac{5kT}{2}\,s\right)
=\frac{5k^2}{2m}\,n'T'(T'-T).
\end{equation}
The integrand is even in $v_x$, so a stream contributes half of this. The factor $T'-T$ is of first order, and $kn'T'$ may be replaced by $p$. Adding the two streams gives
\begin{equation}
M=\frac{5pk}{2m}\,(\bar T-T).
\label{M}
\end{equation}

The rate $r$ follows from the bulk conductivity. In the bulk, the correction $\phi$ is odd and does not contribute to the even moment $M$, so the local Maxwellian gives Eq.~(\ref{M}) with the bulk temperature in place of $\bar T$. Comparing Eq.~(\ref{Mq}) with Fourier's law fixes $r=5pk/(2mK)={\rm Pr}\,p/\mu$. With this rate the two-stream gas obeys
\begin{equation}
q=-K\frac{d\bar T}{dx}
\label{Fourier}
\end{equation}
at every $x$. Energy conservation makes $q$ constant, so $\bar T$ is linear from wall to wall and falls by $qL/K$.

\subsection{The walls}

At the cold wall the arriving stream has temperature $T_+$ and the leaving stream $T_-$. All energy fluxes in Eq.~(\ref{acc}) are $2kJ$ times a temperature, so
\begin{equation}
T_+-T_-=\alpha_2(T_+-T_2),\qquad
T_+-T_2=\frac{1}{\alpha_2}\,\frac{q}{2kJ},
\label{cold}
\end{equation}
where the second form uses Eq.~(\ref{streams}). The mean temperature lies below $T_+$ by half the difference between the streams:
\begin{equation}
T_+-\bar T=\frac{T_+-T_-}{2}=\frac12\,\frac{q}{2kJ}.
\label{halfdiff}
\end{equation}
Subtracting Eq.~(\ref{halfdiff}) from the second form of Eq.~(\ref{cold}) gives
\begin{equation}
\bar T(L)-T_2=\left(\frac1{\alpha_2}-\frac12\right)\frac{q}{2kJ}
=\frac{2-\alpha_2}{2\alpha_2}\,\frac{q}{2kJ}.
\end{equation}
This is Eq.~(\ref{jump}). At the hot wall the arriving stream is $T_-$, and the same steps give $T_1-\bar T(0)=[(2-\alpha_1)/(2\alpha_1)]\,q/(2kJ)$. Adding the two jumps to the drop $qL/K$ again yields Eq.~(\ref{main}).

\subsection{The limit without collisions}

When $L\ll\lambda$, atoms cross without colliding and $T_+$ and $T_-$ are constant across the gap. The wall conditions are $T_1-T_-=q/(2kJ\alpha_1)$ and $T_+-T_2=q/(2kJ\alpha_2)$. Therefore
\begin{align}
\Delta T&=(T_1-T_-)+(T_+-T_2)-(T_+-T_-)\nonumber\\
&=\left(\frac1{\alpha_1}+\frac1{\alpha_2}-1\right)\frac{q}{2kJ}.
\label{fm}
\end{align}
Equation~(\ref{main}) has the same limit. As $L\to0$ its denominator tends to $g_1+g_2$, which by Eq.~(\ref{gK}) equals $K/(2kJ)$ times the bracket in Eq.~(\ref{fm}), and $K$ cancels. The flux then no longer depends on the gap and is proportional to pressure through $J$.

In the opposite limit, $L\gg g_1+g_2$, expansion of Eq.~(\ref{main}) gives
\begin{equation}
q\simeq\frac{K\Delta T}{L}\left(1-\frac{g_1+g_2}{L}\right),
\end{equation}
which is Fourier conduction with a small wall correction.

\section{What each derivation assumes}

Both routes assume a small temperature difference, no net flow and a given $\alpha$. The first needs no model of collisions beyond the value of $K$, but it uses the bulk distribution at the wall and needs a wide gap. The second applies to any gap, but it prescribes the shape of the distribution and a single relaxation rate.

They agree because they assign the same energy to the arriving atoms. In the two-stream picture the cold wall receives
\begin{equation}
2kT_+J=2k\bar TJ+kJ(T_+-T_-)=2k\bar TJ+\frac q2,
\end{equation}
which is Eq.~(\ref{Ein}) with $T_g=\bar T$. Their agreement is therefore no evidence that the prefactor is accurate in a wide gap. Neither route describes the Knudsen layer, the region within a few mean free paths of the wall where collisions reshape the distribution.

\subsection{A kinetic solution with the Knudsen layer}

The linearized Shakhov equation includes this layer. Write $f=f_0(1+h)$, with $f_0$ the Maxwellian of the mean state. Measure velocity ${\bf c}$ in units of $v_0=\sqrt{2kT/m}$ and position $\xi$ in units of $\mu v_0/p$. With $\langle F\rangle=\pi^{-3/2}\int e^{-c^2}F\,d^3c$, the equation for a gas without flow is
\begin{equation}
c_x\frac{\partial h}{\partial\xi}=\nu+\tau\left(c^2-\tfrac32\right)
+\tfrac45(1-{\rm Pr})\,\hat q\,c_x\left(c^2-\tfrac52\right)-h,
\end{equation}
where $\nu=\langle h\rangle$, $\tau=\tfrac23\langle(c^2-\tfrac32)h\rangle$ and $\hat q=\langle c_x(c^2-\tfrac52)h\rangle$ are the deviations of density and temperature and the heat flux. Multiply the right side by $c_x(c^2-\tfrac52)$ and average. Since $\langle c_x^2(c^2-\tfrac52)^2\rangle=\tfrac54$, the result is $(1-{\rm Pr})\hat q-\hat q=-{\rm Pr}\,\hat q$. The single relaxation rate thus holds exactly in this model, and what the two-stream route gets wrong here is the shape of the distribution. The Shakhov equation is itself a model of collisions, not the full Boltzmann equation.

It was solved numerically for two scattering laws. In the specular law, a fraction $\alpha$ of the atoms is emitted diffusely at the wall temperature and the rest reflects like light from a mirror. In the thermal law, all atoms leave diffusely, at a temperature $T_r$ between those of wall and gas. The jump lengths per wall in a wide gap, in units of $\lambda$ and for ${\rm Pr}=2/3$, are:

\begin{center}
\begin{tabular}{cccc}
$\alpha$ & Eq.~(\ref{main}) & specular law & thermal law\\
1.00 & 1.875 & 2.205 & 2.205\\
0.40 & 7.500 & 8.057 & 7.830\\
0.05 & 73.13 & 73.83 & 73.45
\end{tabular}
\end{center}

For the specular law the kinetic length exceeds Eq.~(\ref{main}) by 17.6\% at $\alpha=1$, by 7.4\% at $\alpha=0.4$ and by 1.0\% at $\alpha=0.05$. The relative error shrinks as the wall itself becomes the main resistance.

For the thermal law this can be derived. The gas sees a fully accommodating wall at $T_r$, with kinetic jump length $g(1)$. At a cold wall, Eq.~(\ref{acc}) gives $E_{\rm in}-E_w=q/\alpha$, so $E_{\rm out}-E_w=q/\alpha-q$. This equals $2kJ(T_r-T_w)$, with $T_w$ the wall temperature. With Eq.~(\ref{ratio}),
\begin{equation}
g(\alpha)=g(1)+\frac{1-\alpha}{\alpha}\,\frac{5\lambda}{2\,{\rm Pr}} .
\end{equation}
At $\alpha=0.4$ this is $2.205+1.5\times3.75=7.830$ mean free paths, as in the table. The excess over Eq.~(\ref{main}) stays at $0.330\lambda$ for every $\alpha$. The specular law gives a different excess, so $\alpha$ alone does not fix the Knudsen-layer correction.

The jump refers to the extrapolated profile. At $\alpha=1$ the actual gas temperature at the wall differs from the wall temperature by an amount equivalent to $1.44\lambda$, not $2.20\lambda$: the profile bends towards the wall temperature inside the Knudsen layer.

Between the limits, Eq.~(\ref{main}) is an interpolation. It was compared with the specular-law solution at 33 widths from about $0.011\lambda$ to $113\lambda$. Relative to the kinetic flux, the largest excess found was 8.9\% for $\alpha=1$, near $L=2\lambda$, and 5.1\% for $\alpha=0.4$, near $L=4.8\lambda$.

\section{A helium-filled gap}

Take $L=10$ µm, $T=330$ K, $p=760$ Torr and $\alpha=0.4$ on both walls, with viscosity $2.1\times10^{-5}$ Pa s and ${\rm Pr}=2/3$. The viscosity is a rough typical value, and $\alpha$ is an illustrative one. They give $K=0.1636$ W/(m K) and $\lambda=0.215$ µm. The jump length per wall is
\begin{equation}
g=\frac{1.6}{0.4}\times\frac{15}{8}\times0.2151\ \mbox{µm}=1.613\ \mbox{µm}.
\end{equation}
The two walls add 3.23 µm, a third of the real gap, although $\lambda$ is only 2\% of it. The conductance is
\begin{equation}
\frac{K}{L+2g}=\frac{0.1636\ \mbox{W/(m K)}}{13.23\times10^{-6}\ \mbox{m}}
=1.24\ \mbox{W/(cm$^2$ K)}.
\end{equation}
At 10 W/cm$^2$ the gas takes 6.11 K and each wall jump 0.99 K, or 8.09 K in all. The kinetic solution with the specular law gives an extra gap of 3.47 µm and a conductance of 1.21 W/(cm$^2$ K).

With the gap, temperature and $\alpha$ held fixed, lower pressure gives the following conductances in W/(cm$^2$ K):

\begin{center}
\begin{tabular}{cccc}
$p$ (Torr) & $2g$ (µm) & Eq.~(\ref{main}) & kinetic\\
760 & 3.23 & 1.237 & 1.215\\
100 & 24.5 & 0.474 & 0.451\\
10 & 245 & 0.064 & 0.063
\end{tabular}
\end{center}

The formula exceeds the kinetic value by 1.8\%, 5.0\% and 2.6\% in turn. The error is largest at the middle pressure, as expected of an interpolation between two limits. At 10 Torr the extra gap is about 25 times the real one, and reducing $L$ would help little.

The first row resembles a helium-filled gap in an electronics cooling module, and the last is in the pressure range of helium cooling behind a wafer. One uncertain input is $\alpha$, which depends on the material and cleanliness of the surface. At 760 Torr, changing it to 0.3 or 0.5 on both walls moves the conductance to 1.12 or 1.32 W/(cm$^2$ K), a larger change than the Knudsen-layer correction. Real walls are also not perfectly parallel. If the local gap varies uniformly by $\pm a$ about a fixed mean, between walls of uniform temperature, averaging $1/(L+2g)$ to second order raises the conductance by the fraction $a^2/[3(L+2g)^2]$. For $a=2$ µm this is 0.8\%. This local average holds only when the gap varies over lateral distances much larger than the gap itself. Variations on a shorter scale let heat flow sideways in the gas and raise the conductance further, to about 1.3\% for a sinusoidal wall of the same mean-square deviation and a period of 50 µm. Solid contacts would add a parallel path that is not included.

Three other neglected effects are small at 760 Torr: radiation, buoyancy and the variation of the gas properties with temperature. The far-field formula for radiation between black walls gives $8\times10^{-4}$ W/(cm$^2$ K), or 0.07\% of the gas conductance; this is only an estimate, because the gap is comparable with the thermal wavelength. At 10 Torr the same radiation would be 1.3\%. The Rayleigh number is about $8\times10^{-9}$, so buoyancy plays no part. With the gas temperature centred on 330 K, letting $K$ vary roughly as $T^{0.7}$, and $J$ as $T^{-1/2}$ at fixed pressure, changes the total temperature drop by well under 0.01\%, because the first-order changes on the hot and cold sides cancel. The cancellation needs equal $\alpha$ on both walls; with 0.3 on one wall and 0.5 on the other the change is about 0.05\%, which is still small. The numerical output below lists the values at 760 Torr.

\section*{Numbers as computed}
\begin{verbatim}
ONE-SIDED FLUXES
energy per crossing atom / kT      2.000000
incident share of conducted heat   0.500000
WIDE GAP, Pr = 2/3: jump length per wall / mean free path
alpha  Maxwell  kinetic(spec)  kinetic(thermal)  actual gas jump(spec)
1.00    1.8750     2.2049       2.2049       1.4446
0.40    7.5000     8.0572       7.8299       6.7545
0.05   73.1250    73.8271      73.4549      72.1712
kinetic(spec)/Maxwell, alpha 1.00: 1.1760
kinetic(spec)/Maxwell, alpha 0.40: 1.0743
kinetic(spec)/Maxwell, alpha 0.05: 1.0096
largest flux excess of formula, alpha 1.0: 8.88 % at L/mfp = 2.01
largest flux excess of formula, alpha 0.4: 5.14 % at L/mfp = 4.76
HELIUM GAP: INPUTS
gap 10.0 um, temperature 330 K, pressure 760 Torr
viscosity (rough) 2.10e-05 Pa s, Prandtl number 0.6667
alpha (rough) 0.40, heat load 10.0 W/cm2
atomic mass                        6.6465e-27 kg
HELIUM GAP: RESULTS
gas conductivity                   0.1636 W/(m K)
mean free path                     0.2151 um
mean free path / gap               0.0215
jump length per wall               1.6130 um
total extra gap, formula           3.2259 um
total extra gap, kinetic           3.4656 um
conductance without jumps          1.6358 W/(cm2 K)
conductance with jumps             1.2368 W/(cm2 K)
conductance, kinetic               1.2148 W/(cm2 K)
temperature drop in gas            6.113 K
temperature jump at each wall      0.986 K
total temperature drop             8.085 K
PRESSURE SWEEP, same gap and alpha
Torr  mfp(um)  extra gap(um)  h formula  h kinetic (W/cm2/K)  excess(%)
 760    0.215      3.226      1.2368     1.2148     1.81
 100    1.634     24.517      0.4739     0.4513     5.01
  10   16.345    245.172      0.0641     0.0625     2.56
NEGLECTED EFFECTS AT 760 Torr
blackbody radiation conductance    8.15e-04 W/(cm2 K)
radiation / gas conductance        6.59e-04
Rayleigh number                    7.94e-09
drop change, variable properties   -3.34e-05 %
conductance if alpha = 0.3         1.1227 W/(cm2 K)
conductance if alpha = 0.5         1.3172 W/(cm2 K)
\end{verbatim}
